# From the Feynman-gauge to the Coulomb-gauge photon propagator, part 1

(Sections cited here and not found follow in the second part.)

## First half: the propagator in momentum space

### A transfer along one axis

Two charged particles exchange a photon that carries frequency $\omega$ and wave vector $\mathbf k$. Let $\mathbf k$ point along the third axis and have length $K$. Each particle is described by a current with charge density $J^0$ and components $J^1,J^2,J^3$. Charge conservation ties the density to the component along $\mathbf k$:

$$\omega J^0=KJ^3 .$$

In Feynman gauge the exchange amplitude, with coupling constants removed, is

$$M=-\frac{J_1^0J_2^0-J_1^1J_2^1-J_1^2J_2^2-J_1^3J_2^3}{\omega^2-K^2},$$

where the lower label numbers the particle. This expression is derived below. Charge conservation for both particles gives $J_1^3J_2^3=(\omega^2/K^2)J_1^0J_2^0$. The charge term and the third current term therefore combine:

$$-\frac{J_1^0J_2^0-J_1^3J_2^3}{\omega^2-K^2}
=-\frac{J_1^0J_2^0}{\omega^2-K^2}\,\frac{K^2-\omega^2}{K^2}
=\frac{J_1^0J_2^0}{K^2}.$$

The denominator $\omega^2-K^2$ has cancelled, and what is left is

$$M=\frac{J_1^0J_2^0}{K^2}+\frac{J_1^1J_2^1+J_1^2J_2^2}{\omega^2-K^2}.$$

The first term does not depend on the frequency, apart from any dependence in the currents themselves. It is the Coulomb interaction. The second term contains the two current components perpendicular to $\mathbf k$, and it keeps the denominator of a travelling wave.

This regrouping used the currents. The task is to obtain the same structure as a property of the propagator, for any direction of $\mathbf k$, and to see which gauge transformation brings it about.

### Units, metric and Fourier signs

Units are natural, $\hbar=c=1$, and charges are in Heaviside-Lorentz units, so that a static charge $q$ has the potential $q/(4\pi r)$. The metric is $g_{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$. Then

$$k^\mu=(\omega,\mathbf k),\qquad k_0=\omega,\qquad k_i=-k^i,\qquad k^2=\omega^2-K^2 .$$

Latin indices run over the three space directions, and repeated indices are summed. The symbol $\delta_{ij}$ is the unit matrix, so $g_{ij}=-\delta_{ij}$. Fields are expanded in waves $e^{-ik\cdot x}=e^{-i\omega t+i\mathbf k\cdot\mathbf r}$, so a derivative $\partial_\mu$ becomes multiplication by $-ik_\mu$.

The case $K=0$ is set aside. There $\mathbf k$ has no direction, and the division into parts along and across $\mathbf k$ has no meaning.

### The Feynman-gauge propagator

Maxwell's equations with a source are $\partial^\mu F_{\mu\nu}=J_\nu$, where $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$. Inserting the potential gives

$$\partial^\mu\partial_\mu A_\nu-\partial_\nu(\partial^\mu A_\mu)=J_\nu .$$

Each pair of derivatives supplies a factor $(-i)^2=-1$. In momentum space the equation is

$$-k^2A_\nu+k_\nu(k\cdot A)=J_\nu ,\qquad k\cdot A=k^\mu A_\mu .$$

Two properties follow at once. Contracting with $k^\nu$ makes the left side $-k^2(k\cdot A)+k^2(k\cdot A)=0$, so a solution exists only if $k\cdot J=0$. This is charge conservation, $\omega J^0=\mathbf k\cdot\mathbf J$. Also, a potential of the form $A_\nu=k_\nu\chi$ makes the left side vanish for any $\chi$. The operator acting on $A$ therefore has no inverse, and a further condition is needed to select one potential.

The Lorenz condition $k\cdot A=0$ removes the second term and leaves $-k^2A_\nu=J_\nu$, so

$$A_\nu=-\frac{J_\nu}{k^2}.$$

This is consistent, since $k\cdot A=-k\cdot J/k^2=0$ for a conserved current. Define the propagator by $A_\mu=D_{\mu\nu}J^\nu$. With $J_\mu=g_{\mu\nu}J^\nu$, the result reads

$$D^F_{\mu\nu}=-\frac{g_{\mu\nu}}{d},\qquad d=k^2+i\varepsilon .$$

The small positive $\varepsilon$ states how the poles at $\omega=\pm K$ are to be passed. It is kept as part of $d$ until its effect has been examined. Some forms of the Feynman rules attach a factor $i$ to this $D$, which does not affect the gauge argument.

In components,

$$D^F_{00}=-\frac1d,\qquad D^F_{0i}=0,\qquad D^F_{ij}=\frac{\delta_{ij}}d .$$

For a static source $\omega=0$ and $D^F_{00}=1/K^2$, which is the Coulomb potential with the correct positive sign. At other frequencies $D^F_{00}$ has the pole of a travelling wave.

The interaction of current 1 with the potential made by current 2 is $J_1^\mu A_\mu$. This gives the exchange amplitude

$$M=J_1^\mu D_{\mu\nu}J_2^\nu ,$$

and with $D^F$ it becomes the expression used in the opening section.

### Terms that may be added

Consider

$$D_{\mu\nu}=D^F_{\mu\nu}+k_\mu\xi_\nu+\xi_\mu k_\nu ,$$

with a vector $\xi_\mu(k)$ still to be chosen. The two added terms are mirror images, which keeps $D_{\mu\nu}$ symmetric, so the two currents continue to enter on an equal footing. Acting on a current, the added terms change the potential by

$$\delta A_\mu=k_\mu(\xi\cdot J)+\xi_\mu(k\cdot J),\qquad \xi\cdot J=\xi_\nu J^\nu .$$

The second term vanishes when the current is conserved. The first has the form $k_\mu\chi$ with $\chi=\xi\cdot J$. It changes the field strength by

$$\delta F_{\mu\nu}=-i(k_\mu k_\nu\chi-k_\nu k_\mu\chi)=0 .$$

The electric and magnetic fields are thus untouched. The term $k_\mu\xi_\nu$ performs a gauge transformation of the potential, and $\xi_\mu k_\nu$ is inactive on a conserved source. The same holds for the amplitude, where the added terms contribute

$$\delta M=(k\cdot J_1)(\xi\cdot J_2)+(\xi\cdot J_1)(k\cdot J_2).$$

This is zero if both currents are conserved at the same $k$. If only one of them is, one product can survive, and the second half evaluates it.

### Solving for the gauge vector

The Coulomb condition is that the vector potential has no divergence, which in momentum space is $k^iA_i=0$. It is imposed here on the propagator itself:

$$k^iD_{i\nu}=0\qquad(\nu=0,1,2,3).$$

This is somewhat stronger than asking for a divergence-free potential for conserved sources, because that weaker demand would allow $k^iD_{i\nu}$ to be a multiple of $k_\nu$. The stronger form gives four linear equations for the four components of $\xi$.

Begin with the spatial components. Since $k_i=-k^i$,

$$D_{ij}=\frac{\delta_{ij}}d-k^i\xi_j-\xi_ik^j .$$

Multiply by $k^i$ and sum over $i$. With $k^ik^i=K^2$ and the abbreviation $s=k^i\xi_i$, the condition is

$$\frac{k^j}d-K^2\xi_j-s\,k^j=0 ,\qquad\text{so}\qquad \xi_j=\frac1{K^2}\left(\frac1d-s\right)k^j .$$

Hence $\xi_j$ is proportional to $k^j$. Write $\xi_j=a\,k^j$. Then $s=aK^2$, and the condition becomes

$$\frac1d-2aK^2=0,\qquad a=\frac1{2K^2d}.$$

The factor of two arises because both added terms contribute equally to the part of $D_{ij}$ along $\mathbf k$.

Next take the mixed components. The Feynman propagator has none, so

$$D_{i0}=k_i\xi_0+\xi_ik_0=-k^i\xi_0+\omega a\,k^i .$$

Multiplying by $k^i$ gives $K^2(\omega a-\xi_0)=0$, and therefore $\xi_0=\omega a$. The complete solution is

$$\xi_0=\frac{\omega}{2K^2d},\qquad \xi_i=\frac{k^i}{2K^2d}.$$

Every step was forced, so within the chosen form of the added terms the solution is unique for $K>0$.

The lower components of $\xi$ are proportional to the upper components of $k$. Consequently, for $\omega\neq0$, $\xi$ is not a multiple of the four-vector $k_\mu$. With $n_\mu=(1,0,0,0)$, the time direction of the chosen frame,

$$\xi_\mu=\frac{2\omega n_\mu-k_\mu}{2K^2d}.$$

The time component of the numerator is $2\omega-\omega=\omega$, and a space component is $-k_i=k^i$, as required. The appearance of $n_\mu$ shows that the Coulomb gauge singles out a frame.

### The propagator in Coulomb gauge

Insert the solution. In the mixed components the two terms are equal and opposite:

$$D^C_{0i}=-k^i\,\frac{\omega}{2K^2d}+\omega\,\frac{k^i}{2K^2d}=0 .$$

In the spatial components they add:

$$D^C_{ij}=\frac{\delta_{ij}}d-2\,\frac{k^ik^j}{2K^2d}
=\frac1d\left(\delta_{ij}-\frac{k^ik^j}{K^2}\right).$$

The bracket removes the part of a vector along $\mathbf k$ and leaves the perpendicular part unchanged. It is the transverse projector. For the time component,

$$D^C_{00}=-\frac1d+2\omega\,\frac{\omega}{2K^2d}
=\frac{\omega^2-K^2}{K^2d}=\frac1{K^2}\,\frac{k^2}{k^2+i\varepsilon}.$$

Away from the pole, $\varepsilon$ can be set to zero, and

$$D^C_{00}=\frac1{K^2}.$$

A numerical instance shows the size of the correction. Take $k^\mu=(0.7,\,0.5,\,-1.1,\,0.4)$ in arbitrary units. Then $K^2=0.25+1.21+0.16=1.62$ and $k^2=0.49-1.62=-1.13$. The Feynman value is $D^F_{00}=1/1.13=0.8850$. The gauge vector has $\xi_0=0.7/(2\times1.62\times(-1.13))=-0.1912$, so the added term is $2\times0.7\times(-0.1912)=-0.2677$. The sum is $0.6173$, which equals $1/1.62$. The numerical check obtains the same $\xi_\mu$ by solving the four gauge conditions as a linear system.

### The same step seen on the potential

For a conserved current the gauge function $\chi=\xi\cdot J$ can be written out. Using $\mathbf k\cdot\mathbf J=\omega J^0$ and taking $k^2\neq0$,

$$\chi=\frac{\omega J^0+\mathbf k\cdot\mathbf J}{2K^2k^2}=\frac{\omega J^0}{K^2k^2}.$$

The scalar potential changes from $-J^0/k^2$ to

$$A_0=-\frac{J^0}{k^2}+\omega\chi=\frac{J^0(\omega^2-K^2)}{K^2k^2}=\frac{J^0}{K^2}.$$

The spatial components change from $J^i/k^2$ to

$$A_i=\frac{J^i}{k^2}-k^i\chi=\frac1{k^2}\left(J^i-\frac{k^i(\mathbf k\cdot\mathbf J)}{K^2}\right).$$

The scalar potential is now fixed by the charge density at the same frequency, through Poisson's equation $K^2A_0=J^0$. The vector potential is driven by the transverse current alone. For a static source $\omega=0$, so $\chi=0$: the transformation does nothing, because a static conserved current is already transverse.

### The cancelled pole and the small imaginary part

At $k^2=0$ the factor $k^2/(k^2+i\varepsilon)$ is zero for every $\varepsilon>0$, although it tends to one everywhere else. The statement $D^C_{00}=1/K^2$ must therefore be understood under an integral over frequency. The difference is

$$D^C_{00}-\frac1{K^2}=-\frac{i\varepsilon}{K^2(x+i\varepsilon)},\qquad x=\omega^2-K^2 .$$

Multiplying numerator and denominator by $x-i\varepsilon$ separates the parts:

$$-\frac{i\varepsilon}{x+i\varepsilon}=-\frac{\varepsilon^2}{x^2+\varepsilon^2}-i\,\frac{\varepsilon x}{x^2+\varepsilon^2}.$$

For small $\varepsilon$, the function $\varepsilon/(x^2+\varepsilon^2)$ acts as $\pi\delta(x)$, and $x/(x^2+\varepsilon^2)$ acts as the principal value of $1/x$. Both parts thus carry one remaining factor $\varepsilon$ and vanish in the limit. For a smooth even weight $g(\omega)$, use $\delta(\omega^2-K^2)=[\delta(\omega-K)+\delta(\omega+K)]/(2K)$. The leading real part is

$$\mathrm{Re}\int d\omega\,g(\omega)\left(D^C_{00}-\frac1{K^2}\right)\simeq-\frac{\pi\varepsilon\,g(K)}{K^3}.$$

For $K=1$ and a normalized Gaussian of unit width, this predicts $-0.76017\,\varepsilon$. Direct integration gives $-0.76236\,\varepsilon$ at $\varepsilon=10^{-2}$ and $-0.76020\,\varepsilon$ at $\varepsilon=10^{-4}$. The time component has no photon pole left, and the poles at $\omega=\pm K$ survive in the transverse part alone.

## Second half: position space and scattering

### Symbols and results carried over

The metric is $(+,-,-,-)$ and $\hbar=c=1$. The photon carries $k^\mu=(\omega,\mathbf k)$, with $K=|\mathbf k|>0$ and $k^2=\omega^2-K^2$. The propagator gives the potential, $A_\mu=D_{\mu\nu}J^\nu$, and the exchange amplitude, $M=J_1^\mu D_{\mu\nu}J_2^\nu$. In Feynman gauge $D^F_{\mu\nu}=-g_{\mu\nu}/(k^2+i\varepsilon)$. Adding $k_\mu\xi_\nu+\xi_\mu k_\nu$, with lower components $\xi_\mu=(\omega,\mathbf k)/[2K^2(k^2+i\varepsilon)]$, gives the Coulomb-gauge form

$$D^C_{00}=\frac1{K^2},\qquad D^C_{0i}=0,\qquad D^C_{ij}=\frac{\delta_{ij}-k^ik^j/K^2}{k^2+i\varepsilon}.$$

A conserved current obeys $k\cdot J=\omega J^0-\mathbf k\cdot\mathbf J=0$.

### The time component is instantaneous

The transform from frequency to time is $\int d\omega\,e^{-i\omega t}/(2\pi)$. Since $D^C_{00}$ does not contain $\omega$, this gives $\delta(t)$. For the spatial transform, the average of $e^{i\mathbf k\cdot\mathbf r}$ over the directions of $\mathbf k$ is $\sin(Kr)/(Kr)$. Therefore

$$\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{K^2}
=\frac1{2\pi^2r}\int_0^\infty dK\,\frac{\sin Kr}{K}
=\frac1{2\pi^2r}\,\frac\pi2=\frac1{4\pi r}.$$

The volume element supplies a factor $K^2$, so the singularity of $1/K^2$ at the excluded point $K=0$ does no harm. In space and time,

$$D^C_{00}(t,\mathbf r)=\frac{\delta(t)}{4\pi r}.$$

The scalar potential at a point follows the charge density everywhere at the same instant. This is a statement about a potential in one gauge. What it implies for the interaction depends on the transverse part as well.

We have found the gauge terms that turn the Feynman propagator into the Coulomb one, and shown that its time component is the instantaneous $\delta(t)/(4\pi r)$. It remains to find the transverse part in position space, to see what the two parts together imply for the interaction, and to compare the gauges in scattering and for bound electrons.

Numerical values quoted here were computed with a short program.
